# Why 2p Excitons Split Within One Valley Without a Magnetic Field

In a two-band model with rough parameters for monolayer MoS$_2$ in hexagonal boron nitride, the $2p_-$ exciton of one valley lies 65.1 meV below the band gap and the $2p_+$ exciton lies 61.0 meV below it. The splitting is 4.1 meV, yet there is no magnetic field and the attraction between electron and hole is isotropic. In the other valley the order is reversed. In a hydrogen problem with an isotropic mass the two states would be degenerate, since the energy would depend on $m^2$ alone. What distinguishes the two senses of rotation?

## The model and its phases

Near the corner of the Brillouin zone labelled by $\tau=\pm1$, for one spin species, take

$$H_\tau=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z .$$

Its upper right element is $\hbar v(\tau k_x-ik_y)=\tau\hbar v k\,e^{-i\tau\phi}$, where $\phi$ is the angle of $\mathbf k$. Define $\tan\theta=2\hbar vk/\Delta$, $C=\cos(\theta/2)$ and $S=\sin(\theta/2)$. The conduction and valence states are

$$|c\mathbf k\rangle=\begin{pmatrix}C\\ \tau Se^{i\tau\phi}\end{pmatrix},\qquad
|v\mathbf k\rangle=\begin{pmatrix}-\tau Se^{-i\tau\phi}\\ C\end{pmatrix},$$

with energies $\pm\varepsilon/2$, where $\varepsilon=\sqrt{\Delta^2+4\hbar^2v^2k^2}$. Both are smooth at $k=0$, because the component carrying the phase vanishes there.

An exciton of zero total momentum is $\sum_{\mathbf k}A(\mathbf k)\,c^\dagger_{\mathbf k}v_{\mathbf k}|0\rangle$. Let $W(r)<0$ be the static attraction and $W(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}W(r)$. When the pair scatters from $\mathbf k'$ to $\mathbf k$, the electron contributes the overlap $\langle c\mathbf k|c\mathbf k'\rangle$. The hole contributes $\langle v\mathbf k'|v\mathbf k\rangle$, in reversed order because the valence electron moves the opposite way. With electron-hole exchange left out,

$$(\varepsilon-\Delta)A(\mathbf k)+\int\!\frac{d^2k'}{(2\pi)^2}\,W(\mathbf k-\mathbf k')F(\mathbf k,\mathbf k')A(\mathbf k')=E\,A(\mathbf k),$$

where $F$ is the product of the two overlaps and $E$ is measured from the gap. Direct multiplication gives $CC'+SS'e^{i\tau(\phi'-\phi)}$ for each overlap, so

$$F=\left[CC'+SS'e^{i\tau(\phi'-\phi)}\right]^2 .$$

The electron and hole phases add; they do not cancel.

The labels $2p_\pm$ mean $A=f(k)e^{im\phi}$ with $m=\pm1$ in this smooth gauge. Multiplying a Bloch state by $e^{i\phi}$ would shift the label $m$, but not the energy.

## From overlap phase to Berry curvature

A shallow exciton occupies small $k$. There $\theta/2\approx\ell k$ with $\ell=\hbar v/\Delta$, so $S\approx\ell k$ and $C\approx1-\ell^2k^2/2$. To second order each overlap is

$$1-\frac{\ell^2}{2}(k^2+k'^2)+\ell^2kk'e^{i\tau(\phi'-\phi)} .$$

Squaring doubles the small terms. Since $kk'e^{i\tau(\phi'-\phi)}=\mathbf k\cdot\mathbf k'+i\tau(\mathbf k\times\mathbf k')_z$,

$$F\approx1-\ell^2|\mathbf k-\mathbf k'|^2+2i\tau\ell^2(\mathbf k\times\mathbf k')_z .$$

The real correction treats both senses of rotation alike. The imaginary one changes sign with $\tau$ and distinguishes them.

Its coefficient is a Berry curvature. The conduction-band connection is $i\langle c|\nabla_{\mathbf k}c\rangle=-\tau S^2\nabla_{\mathbf k}\phi$. Around a small circle it integrates to $-2\pi\tau\ell^2k^2$. Division by the area $\pi k^2$ gives $\Omega_c=-2\tau\ell^2$ at the band edge, and the valence band has the opposite value. With $|\Omega|=2\ell^2$ for one band, the imaginary term is $i\tau|\Omega|(\mathbf k\times\mathbf k')_z$, half from the electron and half from the hole.

To read it in real space, put $\mathbf q=\mathbf k-\mathbf k'$. Then $\mathbf k\times\mathbf k'=\mathbf q\times\mathbf k'$, because $\mathbf k'\times\mathbf k'=0$. The factor $i\mathbf qW(\mathbf q)$ is the transform of $\nabla W$, and $\mathbf k'$ acts on the envelope as $-i\nabla$. The term is therefore

$$\delta H=\tau|\Omega|\left[\nabla W\times(-i\nabla)\right]_z=\tau|\Omega|\,\frac{W'(r)}{r}\,\frac{L_z}{\hbar},$$

where the last step uses $\nabla W=W'(r)\,\mathbf r/r$. It has the form of a spin-orbit coupling, with the valley index in the place of the spin. First-order perturbation theory shifts the level $m$ by $\tau m|\Omega|\langle W'/r\rangle$, hence

$$E(2p_+)-E(2p_-)=2\tau|\Omega|\left\langle\frac{W'}{r}\right\rangle .$$

The average is taken in the $2p$ state of parabolic bands. An attraction that weakens with distance has $W'>0$, so $2p_-$ is lower for $\tau=+1$. Time reversal exchanges the valleys and reverses $m$, which restores the balance of the crystal as a whole.

Expanding $\varepsilon\approx\Delta+2\hbar^2v^2k^2/\Delta$ and equating the last term to $\hbar^2k^2/2\mu$ gives $1/\mu=4v^2/\Delta$. Thus $|\Omega|=\hbar^2/(2\mu\Delta)$: at fixed reduced mass $\mu$ and fixed attraction, the splitting falls as $1/\Delta$.

## The same result as a picture

Expanding the square in $F$ gives three terms, carrying $e^{ij\tau(\phi'-\phi)}$ with $j=0,1,2$. Acting on $e^{im\phi'}$, term $j$ makes the attraction work on angular momentum $m+j\tau$. For $\tau=+1$, the middle term sees an $s$-like component when $m=-1$ and a $d$-like component when $m=+1$. The $s$-like one reaches the centre of attraction and gains more energy.

This difference can be worked out. Let $R(r)=\int k\,dk\,J_1(kr)f(k)$, with $\int r\,dr\,R^2=1$. At small $k$ the middle term contains $CS\approx\ell k$. The Bessel identities $kJ_0(kr)=J_1'+J_1/r$ and $kJ_2(kr)=J_1/r-J_1'$, with the prime meaning $d/dr$, turn $kf$ into

$$G_0=R'+\frac{R}{r},\qquad G_2=\frac{R}{r}-R' .$$

The middle term has weight 2, so its contribution to $E(2p_+)-E(2p_-)$ is

$$2\ell^2\!\int\! r\,dr\,W(G_2^2-G_0^2)=-8\ell^2\!\int\! dr\,WRR'=4\ell^2\!\int\! dr\,W'R^2 .$$

The first step uses $G_2^2-G_0^2=-4RR'/r$. The second writes $RR'=(R^2)'/2$ and integrates by parts; $WR^2$ vanishes at both ends. The result is $2|\Omega|\langle W'/r\rangle$ again. The $j=0$ term is equal for $m=\pm1$, and the $j=2$ term is of order $\ell^4$.

## The numbers

The inputs are $\Delta=2.2$ eV, $\hbar v=0.40$ eV nm, a surrounding dielectric constant $\kappa=4.5$ and a screening length $r_0=4$ nm in the Rytova–Keldysh attraction

$$W(q)=-\frac{e^2}{2\varepsilon_0q(\kappa+r_0q)} .$$

They give $\mu=0.262\,m_0$ and $\ell=0.182$ nm, so $|\Omega|=2\ell^2=0.0661$ nm$^2$. The parabolic $2p$ state has energy $-61.22$ meV, mean radius 3.43 nm and $\langle W'/r\rangle=30.67$ meV/nm$^2$. Therefore

$$2\times0.06612\times30.67\ \text{meV}=4.06\ \text{meV}.$$

In the component picture, the $s$-like part contributes $-6.20$ meV and the $d$-like part $-2.15$ meV, with the same difference to rounding.

The full pair equation gives 4.12 meV, 1.5% above the first-order value. When the gap is multiplied by 4 with $\mu$ and $W$ held fixed, the excess falls to 0.17%, and it goes to zero for still larger gaps, as a leading-order law requires. The fall is faster than the factor of 4 that a plain $1/\Delta$ correction would give. The full levels are not placed symmetrically about $-61.22$ meV: their mean is lower by 1.83 meV. At leading order this common shift comes from the terms even in $m$, namely the flattening of the bands and the real correction in $F$.

The causal role of the phase can be tested by replacing $F$ with $|F|$ while keeping the band energies. Since $|F|$ is even in $\phi'-\phi$, it cannot tell $m$ from $-m$. On a Cartesian momentum grid the splitting drops from 4.131 meV to $4\times10^{-13}$ meV, which is rounding noise. With equal momentum cutoff, the radial equation gives 4.101 meV. The remaining 0.03 meV may come from the finite box and the ragged edge of the grid; these were not separated. A value of 4.1 meV is as fine as the numerical comparison supports.

## The unscreened limit

For $r_0\to0$ the attraction is a Coulomb potential, $W=-\hbar^2/(\mu ar)$, with $a=4\pi\varepsilon_0\kappa\hbar^2/(\mu e^2)$. Try $R\propto re^{-\gamma r}$. Then $R''+R'/r-R/r^2=(\gamma^2r-3\gamma)e^{-\gamma r}$. The radial equation requires $3\gamma/2=1/a$, so $\gamma=2/(3a)$, and the binding energy is $B=\hbar^2\gamma^2/2\mu=\tfrac49\mathcal R$ with $\mathcal R=\hbar^2/(2\mu a^2)$. With $b=2\gamma=4/(3a)$,

$$\left\langle\frac1{r^3}\right\rangle=\frac{\int_0^\infty e^{-br}dr}{\int_0^\infty r^3e^{-br}dr}=\frac{b^3}{6}=\frac{32}{81a^3}.$$

Now $W'/r=2\mathcal Ra/r^3$ and $|\Omega|=\mathcal Ra^2/\Delta$. For $\tau=+1$ the leading-order splitting is

$$2\cdot\frac{\mathcal Ra^2}{\Delta}\cdot2\mathcal Ra\cdot\frac{32}{81a^3}=\frac{128}{81}\frac{\mathcal R^2}{\Delta}=\frac{8B^2}{\Delta}.$$

For a Coulomb state bound by 61.22 meV in the same gap this formula gives 13.6 meV, over three times the first-order value found here. Even that is too low. The formula needs a small coupling $\alpha=e^2/(4\pi\varepsilon_0\kappa\hbar v)$, and this binding implies $\alpha=\sqrt{18B/\Delta}\approx0.71$. The $s$-like part of $2p_-$ then feels the $1/r$ singularity strongly, and the result depends on the momentum cutoff. At large $k$ both the pair energy and the attraction grow linearly with $k$, and the $m=-1$ channel collapses at $\alpha\approx0.76$. Just below this value the full pair equation gives 1.3 times the first-order splitting for a cutoff of 6 nm$^{-1}$ and 1.7 times for 13 nm$^{-1}$, the size of the Brillouin zone. It approaches a factor of about three only for cutoffs near $10^6$ nm$^{-1}$, which no lattice offers. The layer's own polarization softens the attraction at short distance. At distances well below $r_0/\kappa=0.89$ nm the attraction is logarithmic, so $W'/r$ grows as $1/r^2$ instead of $1/r^3$. The binding energy alone therefore does not fix the splitting.

## What a real layer changes

The parameters are rough typical values for encapsulated MoS$_2$, and the result is a model value, not a measurement. The surroundings matter most among the changes tried. Setting $\kappa=1$, as for a suspended layer, raises the splitting to about 19 meV with the gap held fixed; a real suspended layer is expected to have a larger gap, which at fixed reduced mass would reduce this. A second parameter set, $\Delta=1.7$ eV and $\hbar v=0.35$ eV nm, gives 5.4 meV in the original surroundings, mainly through its larger curvature.

Real bands also receive mass from bands outside the model. If such a term supplies 14% of $1/\mu$, with $\mu$ unchanged, the splitting falls from 4.13 to 3.54 meV, because less of $1/\mu$ comes from the coupling that creates the curvature. A term of the same size and opposite sign raises the splitting to about 4.7 meV; which sign holds in the real layer is not settled here. A difference between electron and hole masses that enters $H_\tau$ as a multiple of the identity matrix has no effect here: it cancels in the pair energy and leaves the Bloch states unchanged. Trigonal warping of a plausible lattice size changes the splitting by 0.02 meV.

Strain acts differently. It can make the velocity anisotropic and so mix $m=+1$ with $m=-1$. A 2% anisotropy raises the splitting by 0.10 meV, to about 4.2 meV, and the states no longer have pure rotation. A splitting in a strained sample is therefore not by itself a measure of Berry curvature.

The thermal energy is 0.34 meV at 4 K but 25.9 meV at 300 K. Whether the pair can be resolved depends on the linewidths, which phonons increase on heating and which the model leaves out. An in-plane field of 0.012 MV/cm (12 kV/cm) already makes $eFr$, with $r$ the mean radius, equal to the splitting, but this overstates its effect. The field changes $m$ by one unit, so it couples $2p_+$ to $2p_-$ only in second order, through states such as $2s$. With parabolic bands plus $\delta H$, this field moves the splitting by about 0.1 meV and leaves the rotation nearly pure; strong mixing of the two states sets in near 0.03 MV/cm. Ionization needs a somewhat larger field. Far from the centre the potential along the field is $-e^2/(4\pi\varepsilon_0\kappa r)-eFr$, whose maximum is $-2\sqrt{e^3F/(4\pi\varepsilon_0\kappa)}$. This barrier sinks to the $2p_+$ level near 0.03 MV/cm. The estimate is classical and concerns a narrow saddle. In the same approximation the ionization widths of the two levels are still about 0.1 meV or less at 0.03 MV/cm, reach 1 to 2 meV at 0.045 MV/cm, and reach or exceed 4 meV at 0.07 MV/cm. At a density of $2.7\times10^{12}$ cm$^{-2}$ excitons of this radius would overlap, so the isolated-pair picture requires a density well below that. Short-range exchange and frequency-dependent screening are omitted, and their effect on the splitting has not been estimated. The remaining values are in the numerical output.

## Numbers as computed

```
gap: 2.20 eV
hbar v: 0.40 eV nm
dielectric constant of surroundings: 4.5
screening length r0: 4.0 nm
reduced mass: 0.262 m0
Berry curvature |Omega| of one band: 0.0661 nm^2
length hv/gap: 0.182 nm
parabolic 2p energy from gap: -61.22 meV
parabolic 2p mean radius: 3.43 nm
<W'/r> in parabolic 2p: 30.67 meV/nm^2
first-order splitting, tau=+1: 4.06 meV
s-like middle component energy (m=-1): -6.20 meV
d-like middle component energy (m=+1): -2.15 meV
full 1s energy from gap: -192.3 meV
full 2s energy from gap: -47.75 meV
full 2p+ energy from gap, tau=+1: -60.99 meV
full 2p- energy from gap, tau=+1: -65.11 meV
full splitting E(2p+)-E(2p-), tau=+1: 4.12 meV
full splitting E(2p+)-E(2p-), tau=-1: -4.12 meV
full/first-order, gap x1, same mass: 1.0154
full/first-order, gap x4, same mass: 1.0017
full/first-order, gap x16, same mass: 1.0000
full/first-order, gap x64, same mass: 1.0000
splitting shift, smaller basis+mesh: -0.00004 meV
2p+ shift, smaller basis+mesh: 0.00000 meV
Cartesian low momentum cutoff: 3.59 1/nm
Cartesian splitting, low cutoff: 4.039 meV
radial splitting, low cutoff: 4.010 meV
Cartesian momentum cutoff: 5.98 1/nm
Cartesian splitting, tau=+1: 4.131 meV
radial splitting, same cutoff: 4.101 meV
Cartesian splitting, tau=-1: -4.131 meV
Cartesian splitting with |F|: 4.2e-13 meV
suspended layer (constant 1), splitting: 18.79 meV
second set: gap: 1.70 eV
second set: hbar v: 0.35 eV nm
second set: splitting: 5.41 meV
trigonal warping coefficient: 0.0185 eV nm^2
Cartesian splitting with warping: 4.147 meV
remote-band sz k^2 coefficient: 0.010 eV nm^2
remote-band share of 1/mass: 0.137
Cartesian splitting with remote term: 3.537 meV
velocity anisotropy (vx-vy)/v: 0.02
Cartesian splitting with anisotropy: 4.238 meV
thermal energy at 4 K: 0.34 meV
thermal energy at 300 K: 25.9 meV
field with e F r = splitting: 0.0120 MV/cm
field with e F r = 2p binding: 0.178 MV/cm
density 1/(pi r^2): 2.71e+12 cm^-2
```
